**Curvature of the Arrhenius plot for parallel channels**

For channels with rates $k_i=A_ie^{-\beta E_i}$, constant prefactors $A_i$ and constant barriers $E_i$, the program tests that the second derivative of $\ln k$ with respect to $\beta=1/(k_BT)$ equals the variance of $E_i$ weighted by the flux shares $w_i=k_i/k$, where $k=\sum_ik_i$. It asserts agreement between high-precision numerical derivatives and the variance for a three-channel surface example and for twelve random channel sets. Simulated competing clocks must reproduce the variance, the shares and the lifetime within five standard errors. Quadrature tests the change of apparent energy between two temperatures and the excess of $\ln k$ over its tangent. Further assertions cover equal barriers, steps in series, temperature-dependent prefactors and thermal populations. At 800 K the output gives an apparent energy of 1.749 eV and a curvature of 0.0970 eV², and the true rate at 600 K is 2.23 times the value extrapolated along the 800 K tangent. The same steps in series give a negative curvature, and a thermally varying hydrogen neighbour changes the curvature substantially.

## Numerical verification

```python
"""
Result under test: for parallel channels k_i = A_i exp(-beta E_i), with constant
A_i and E_i, the total rate k = sum k_i obeys
    d^2 ln k / d beta^2 = sum w_i (E_i - <E>)^2,   w_i = k_i / k,
so ln k against beta = 1/(kB T) is convex.
A_i: prefactor (1/s); E_i: barrier (eV); beta: inverse thermal energy (1/eV);
w_i: flux share; <E>: flux-weighted mean barrier = apparent activation energy.
Also tested: series steps, temperature-dependent prefactors and populations.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as boltzmann_joule, e as elementary_charge
from scipy.integrate import quad

mp.mp.dps = 40
KB = boltzmann_joule / elementary_charge  # eV/K


def inverse_thermal_energy(temperature):
    return 1.0 / (KB * temperature)


def log_rate(beta, prefactors, barriers):
    return mp.log(sum(mp.mpf(float(a)) * mp.exp(-beta * mp.mpf(float(b)))
                      for a, b in zip(prefactors, barriers)))


def numerical_derivative(function, point, order):
    return float(mp.diff(function, mp.mpf(float(point)), order))


def flux_shares(beta, prefactors, barriers):
    rates = np.asarray(prefactors) * np.exp(-beta * np.asarray(barriers))
    return rates / rates.sum()


def mean_and_variance(weights, values):
    mean = np.dot(weights, values)
    return mean, np.dot(weights, (np.asarray(values) - mean) ** 2)


def barrier_statistics(beta, prefactors, barriers):
    return mean_and_variance(flux_shares(beta, prefactors, barriers), barriers)


# ---------------- worked example: three fates of an adsorbed fragment --------
names = ["elimination", "alkyl loss", "desorption"]
A = np.array([1e11, 1e13, 1e16])
E = np.array([1.4, 1.7, 2.2])
T0, T_low, T_high, T_far = 800.0, 700.0, 900.0, 600.0
b0, b_low, b_high, b_far = [inverse_thermal_energy(t)
                            for t in (T0, T_low, T_high, T_far)]


def example_log_rate(beta):
    return log_rate(beta, A, E)


rates = A * np.exp(-b0 * E)
shares = flux_shares(b0, A, E)
mean_barrier, variance = barrier_statistics(b0, A, E)
slope_numeric = -numerical_derivative(example_log_rate, b0, 1)
curvature_numeric = numerical_derivative(example_log_rate, b0, 2)
assert abs(slope_numeric - mean_barrier) < 1e-10
assert abs(curvature_numeric - variance) < 1e-10

print(f"Temperature of the example: {T0:.0f} K")
print(f"Thermal energy kB T: {1 / b0:.5f} eV")
for name, a, barrier, rate, share in zip(names, A, E, rates, shares):
    print(f"{name}: prefactor {a:.0e} 1/s, barrier {barrier:.1f} eV")
    print(f"{name}: rate {rate:.1f} 1/s, flux share {share:.4f}")
print(f"Total rate: {rates.sum():.1f} 1/s")
print(f"Mean lifetime: {1e3 / rates.sum():.3f} ms")
print(f"Apparent energy, flux-weighted mean barrier: {mean_barrier:.4f} eV")
print(f"Apparent energy, numerical slope: {slope_numeric:.4f} eV")
print(f"Flux-weighted barrier variance: {variance:.5f} eV^2")
print(f"Curvature, numerical second derivative: {curvature_numeric:.5f} eV^2")
print(f"Standard deviation of barrier: {np.sqrt(variance):.4f} eV")

# Same curve drawn against 1/T.
curvature_kelvin = numerical_derivative(
    lambda u: example_log_rate(u / mp.mpf(KB)), 1 / T0, 2)
assert abs(curvature_kelvin * KB**2 / variance - 1) < 1e-9
print(f"Curvature against 1/T: {curvature_kelvin:.4e} K^2")

# ---------------- random channel sets, equality case and upper bound ---------
rng = np.random.default_rng(7)
for _ in range(12):
    count = int(rng.integers(2, 8))
    random_A = 10 ** rng.uniform(10, 16, count)
    random_E = rng.uniform(0.5, 2.5, count)
    beta = inverse_thermal_energy(rng.uniform(500, 1300))
    curvature = numerical_derivative(
        lambda x: log_rate(x, random_A, random_E), beta, 2)
    assert abs(curvature - barrier_statistics(beta, random_A, random_E)[1]) < 1e-9
    assert 0 < curvature <= np.ptp(random_E) ** 2 / 4 + 1e-12
equal_barriers = numerical_derivative(
    lambda x: log_rate(x, A, [1.7, 1.7, 1.7]), b0, 2)
assert abs(equal_barriers) < 1e-12
print(f"Upper bound on curvature for these barriers: {np.ptp(E)**2 / 4:.4f} eV^2")

# ---------------- competing exponential clocks -------------------------------
samples = 400000
clock_times = rng.exponential(1 / rates, size=(samples, 3))
winners = clock_times.argmin(axis=1)
sampled_barriers = E[winners]
sampled_variance = sampled_barriers.var()
fourth_moment = np.mean((sampled_barriers - sampled_barriers.mean()) ** 4)
standard_error = np.sqrt((fourth_moment - sampled_variance**2) / samples)
sampled_lifetime = clock_times.min(axis=1).mean()
# Five standard errors allow for sampling noise.
assert abs(sampled_variance - curvature_numeric) < 5 * standard_error
assert abs(sampled_lifetime * rates.sum() - 1) < 5 / np.sqrt(samples)
sampled_shares = np.bincount(winners, minlength=3) / samples
assert np.all(np.abs(sampled_shares - shares)
              < 5 * np.sqrt(shares * (1 - shares) / samples))
print(f"Simulated escapes: {samples}")
print(f"Barrier variance from simulated escapes: {sampled_variance:.5f} eV^2")
print(f"Its standard error: {standard_error:.5f} eV^2")

# ---------------- integrated consequences ------------------------------------
apparent_low = -numerical_derivative(example_log_rate, b_low, 1)
apparent_high = -numerical_derivative(example_log_rate, b_high, 1)
integrated_variance = quad(lambda x: barrier_statistics(x, A, E)[1],
                           b_high, b_low)[0]
assert abs(apparent_high - apparent_low - integrated_variance) < 1e-8
print(f"Apparent energy at {T_low:.0f} K: {apparent_low:.4f} eV")
print(f"Apparent energy at {T_high:.0f} K: {apparent_high:.4f} eV")
print(f"Integral of variance between them: {integrated_variance:.4f} eV")

tangent_excess = float(example_log_rate(b_far) - example_log_rate(b0)) \
    + slope_numeric * (b_far - b0)
excess_integral = quad(lambda x: (b_far - x) * barrier_statistics(x, A, E)[1],
                       b0, b_far)[0]
assert abs(tangent_excess - excess_integral) < 1e-8 and tangent_excess > 0
print(f"True rate at {T_far:.0f} K: {np.exp(float(example_log_rate(b_far))):.4e} 1/s")
print(f"True rate over {T0:.0f} K tangent, at {T_far:.0f} K: "
      f"{np.exp(tangent_excess):.3f}")

fit_temperatures = np.linspace(T_low, T_high, 9)
fit_betas = inverse_thermal_energy(fit_temperatures)
fit_logs = np.array([float(example_log_rate(x)) for x in fit_betas])
line = np.polyfit(fit_betas, fit_logs, 1)
misfit = np.max(np.abs(np.expm1(fit_logs - np.polyval(line, fit_betas))))
assert apparent_low < -line[0] < apparent_high
print(f"Straight-line fit, {len(fit_betas)} points, {T_low:.0f}-{T_high:.0f} K: "
      f"energy {-line[0]:.4f} eV")
print(f"Largest misfit of rate to that line: {100 * misfit:.1f} percent")

# ---------------- steps in series: mean times add ----------------------------
def series_log_rate(beta):
    return -mp.log(sum(mp.exp(beta * mp.mpf(float(b))) / mp.mpf(float(a))
                       for a, b in zip(A, E)))


step_times = 1 / rates
series_variance = mean_and_variance(step_times / step_times.sum(), E)[1]
series_curvature = numerical_derivative(series_log_rate, b0, 2)
assert abs(series_curvature + series_variance) < 1e-10
print(f"Curvature if the same steps ran in series: {series_curvature:.5f} eV^2")

# ---------------- temperature-dependent prefactors ---------------------------
def corrected_curvature(weights, log_slope, log_curvature):
    return mean_and_variance(weights, E - log_slope)[1] \
        + np.dot(weights, log_curvature)


powers = np.array([-1.0, 0.0, 1.0])


def power_law_log_rate(beta):
    return mp.log(sum(mp.mpf(float(a)) * (mp.mpf(b0) / beta) ** int(n)
                      * mp.exp(-beta * mp.mpf(float(b)))
                      for a, b, n in zip(A, E, powers)))


power_curvature = numerical_derivative(power_law_log_rate, b0, 2)
assert abs(power_curvature - corrected_curvature(
    shares, -powers / b0, powers / b0**2)) < 1e-10
print("Prefactor powers of T: " + ", ".join(f"{n:+.0f}" for n in powers))
print(f"Curvature with these powers: {power_curvature:.5f} eV^2")

# Lowest-order Wigner tunnelling factor in the hydrogen-transfer channel.
barrier_quantum = 0.12  # hbar times imaginary barrier frequency, eV
c = barrier_quantum**2 / 24


def tunnelling_log_rate(beta):
    factors = [1 + mp.mpf(c) * beta**2, 1, 1]
    return mp.log(sum(f * mp.mpf(float(a)) * mp.exp(-beta * mp.mpf(float(b)))
                      for f, a, b in zip(factors, A, E)))


wigner = 1 + c * b0**2
tunnel_weights = rates * np.array([wigner, 1, 1])
tunnel_weights /= tunnel_weights.sum()
tunnel_curvature = numerical_derivative(tunnelling_log_rate, b0, 2)
assert abs(tunnel_curvature - corrected_curvature(
    tunnel_weights, np.array([2 * c * b0 / wigner, 0, 0]),
    np.array([2 * c * (1 - c * b0**2) / wigner**2, 0, 0]))) < 1e-10
print(f"Barrier quantum for tunnelling: {barrier_quantum:.2f} eV")
print(f"Wigner factor of elimination: {wigner:.4f}")
print(f"Curvature with tunnelling: {tunnel_curvature:.5f} eV^2")

# ---------------- thermal populations of starting states ---------------------
# states: (degeneracy factor, energy); channels: (state index, prefactor, barrier)
def averaged_log_rate(beta, states, channels):
    boltzmann = [mp.mpf(float(g)) * mp.exp(-beta * mp.mpf(float(energy)))
                 for g, energy in states]
    flux = sum(boltzmann[s] * mp.mpf(float(a)) * mp.exp(-beta * mp.mpf(float(b)))
               for s, a, b in channels)
    return mp.log(flux / sum(boltzmann))


def averaged_curvature(beta, states, channels):
    energies = np.array([energy for _, energy in states])
    populations = np.array([g for g, _ in states]) * np.exp(-beta * energies)
    populations /= populations.sum()
    flux = np.array([populations[s] * a * np.exp(-beta * b)
                     for s, a, b in channels])
    saddles = np.array([b + energies[s] for s, _, b in channels])
    return mean_and_variance(flux / flux.sum(), saddles)[1] \
        - mean_and_variance(populations, energies)[1]


common_saddle = ([(1.0, 0.0), (1.0, 0.2)], [(0, 1e13, 1.7), (1, 1e13, 1.5)])
downward = numerical_derivative(
    lambda x: averaged_log_rate(x, *common_saddle), b0, 2)
assert abs(downward - averaged_curvature(b0, *common_saddle)) < 1e-10
assert downward < 0
print("Two thermal states 0.2 eV apart, barriers 1.7 and 1.5 eV, "
      "equal prefactors:")
print(f"Their curvature, common saddle energy: {downward:.5f} eV^2")

# Hydrogen neighbour present half of the time at T0; elimination needs it.
binding = 1.0  # eV
neighbour_states = [(1.0, 0.0), (np.exp(-binding * b0), -binding)]
neighbour_channels = [(0, A[1], E[1]), (0, A[2], E[2])] \
    + [(1, a, b) for a, b in zip(A, E)]
neighbour_curvature = numerical_derivative(
    lambda x: averaged_log_rate(x, neighbour_states, neighbour_channels), b0, 2)
assert abs(neighbour_curvature - averaged_curvature(
    b0, neighbour_states, neighbour_channels)) < 1e-10
occupation = 1 / (1 + np.exp(-binding * b0) / neighbour_states[1][0])
frozen_curvature = barrier_statistics(b0, A * np.array([occupation, 1, 1]), E)[1]
print(f"Hydrogen neighbour: binding {binding:.1f} eV, occupation {occupation:.2f}")
print(f"Curvature, occupation frozen: {frozen_curvature:.5f} eV^2")
print(f"Curvature, occupation thermal: {neighbour_curvature:.5f} eV^2")

# ---------------- sensitivity to the rough desorption barrier ----------------
for shift in (-0.1, 0.1):
    shifted = E + np.array([0, 0, shift])
    print(f"Curvature with desorption barrier {shifted[2]:.1f} eV: "
          f"{barrier_statistics(b0, A, shifted)[1]:.5f} eV^2")

print("every check passed")
```

It prints:

```
Temperature of the example: 800 K
Thermal energy kB T: 0.06894 eV
elimination: prefactor 1e+11 1/s, barrier 1.4 eV
elimination: rate 151.5 1/s, flux share 0.3124
alkyl loss: prefactor 1e+13 1/s, barrier 1.7 eV
alkyl loss: rate 195.2 1/s, flux share 0.4025
desorption: prefactor 1e+16 1/s, barrier 2.2 eV
desorption: rate 138.2 1/s, flux share 0.2851
Total rate: 484.9 1/s
Mean lifetime: 2.062 ms
Apparent energy, flux-weighted mean barrier: 1.7488 eV
Apparent energy, numerical slope: 1.7488 eV
Flux-weighted barrier variance: 0.09700 eV^2
Curvature, numerical second derivative: 0.09700 eV^2
Standard deviation of barrier: 0.3114 eV
Curvature against 1/T: 1.3062e+07 K^2
Upper bound on curvature for these barriers: 0.1600 eV^2
Simulated escapes: 400000
Barrier variance from simulated escapes: 0.09709 eV^2
Its standard error: 0.00013 eV^2
Apparent energy at 700 K: 1.5858 eV
Apparent energy at 900 K: 1.9119 eV
Integral of variance between them: 0.3260 eV
True rate at 600 K: 2.2986e-01 1/s
True rate over 800 K tangent, at 600 K: 2.229
Straight-line fit, 9 points, 700-900 K: energy 1.7349 eV
Largest misfit of rate to that line: 9.4 percent
Curvature if the same steps ran in series: -0.11928 eV^2
Prefactor powers of T: -1, +0, +1
Curvature with these powers: 0.13246 eV^2
Barrier quantum for tunnelling: 0.12 eV
Wigner factor of elimination: 1.1262
Curvature with tunnelling: 0.10160 eV^2
Two thermal states 0.2 eV apart, barriers 1.7 and 1.5 eV, equal prefactors:
Their curvature, common saddle energy: -0.00198 eV^2
Hydrogen neighbour: binding 1.0 eV, occupation 0.50
Curvature, occupation frozen: 0.08826 eV^2
Curvature, occupation thermal: 0.15622 eV^2
Curvature with desorption barrier 2.1 eV: 0.07397 eV^2
Curvature with desorption barrier 2.3 eV: 0.06203 eV^2
every check passed
```
